# Island-edge barriers and the flux scaling of compact island density

**Q:** It is said that when a barrier at island edges limits attachment, the density of compact islands with critical size \(i\) scales at fixed temperature as \(F^{2i/(i+3)}\), where \(F\) is the deposition flux. What does "limits attachment" mean quantitatively?

**A:** Measure lengths in square roots of a surface-site area and densities per site. Adatoms have density \(n\) and diffusivity \(D\). Let entry into an edge cost an extra energy \(B\), so that the inward current per unit edge length is \(\nu n\), with \(\nu=De^{-B/kT}\). Put one round island of radius \(r\) in a cell of radius \(R\), with no current through the outer boundary. Steady diffusion obeys

\[
\frac{D}{\rho}\frac{d}{d\rho}\left(\rho\frac{dn}{d\rho}\right)+F=0
\quad\Rightarrow\quad
\rho\frac{dn}{d\rho}=\frac{F}{2D}(R^2-\rho^2).
\]

At the edge \(D\,dn/d\rho=\nu n\), which gives \(n_e=F(R^2-r^2)/(2r\nu)\). A second integration gives

\[
n(\rho)=n_e+\frac{F}{2D}\left[R^2\ln\frac{\rho}{r}-\frac{\rho^2-r^2}{2}\right].
\]

For \(r\ll R\), the area average of \(\ln(\rho/r)\) is \(\ln(R/r)-1/2\), and that of \(\rho^2/2\) is \(R^2/4\). With \(n_e\simeq FR^2/(2r\nu)\),

\[
\frac{\bar n}{n_e}=1+\frac{r\Lambda}{\ell},\qquad
\Lambda=\ln\frac Rr-\frac34,\qquad \ell=\frac D\nu=e^{B/kT}.
\]

Attachment is the bottleneck when \(r\Lambda\ll\ell\). The adatom density is then nearly uniform, and an island captures atoms in proportion to its perimeter.

**Q:** Which equations follow for the whole population?

**A:** I take a mean-field model at low coverage, with irreversible capture above size \(i\) and no coalescence. An island of area \(\pi r^2\) holds one atom per site, so \(d(\pi r^2)/dt=2\pi r\nu n\), or \(dr/dt=\nu n\). Every radius grows at the same speed.

A new island forms when a critical cluster gains an atom. If smaller clusters form and dissolve quickly compared with their growth, the critical ones have density proportional to \(n^ie^{E_i/kT}\), where \(E_i\) is their binding energy. The nucleation rate is then \(\sigma n^{i+1}\), with \(\sigma=c\nu e^{E_i/kT}\). The number \(c\) collects configurations and entry sites. The factor \(\nu\) assumes that the last atom meets the same barrier as at an island edge. At fixed temperature \(\sigma\) doesn't depend on flux.

Let \(N\) be the island density and \(M_1\) the sum of island radii per site. Neglecting the radius of a newborn island and the few atoms used to make it,

\[
\dot n=F-2\pi\nu nM_1,\qquad \dot N=\sigma n^{i+1},\qquad \dot M_1=\nu nN .
\]

These equations are closed without assuming that all islands have the same size.

**Q:** Then the quoted exponent should come out at once.

**A:** It comes out of a short estimate. Suppose capture balances deposition and the islands are of equal size. With covered fraction \(\theta=N\pi r^2\), one has \(M_1=Nr=\sqrt{N\theta/\pi}\), hence

\[
n=\frac{F}{2\pi\nu M_1}=\frac{F}{2\nu\sqrt{\pi N\theta}} .
\]

Now estimate \(N\) as the present nucleation rate times the deposition time \(\theta/F\):

\[
N\simeq\frac{\sigma\theta}{F}\,\frac{F^{i+1}}{(2\nu\sqrt{\pi\theta})^{i+1}N^{(i+1)/2}}
\quad\Rightarrow\quad N^{(i+3)/2}\propto F^i .
\]

This is \(N\propto F^{2i/(i+3)}\).

**Q:** You call it an estimate. What is wrong with it?

**A:** It uses the present rate for the whole past. With dose \(u=Ft\), the same steady density gives

\[
N^{(i+1)/2}\frac{dN}{du}=\frac{\sigma F^i}{(4\pi\nu^2u)^{(i+1)/2}} .
\]

The integral of \(u^{-(i+1)/2}\) from zero diverges for every \(i\ge1\), logarithmically at \(i=1\). Most nucleation is thus assigned to the earliest times, when there is too little edge for capture to balance deposition. The steady formula fails where it matters most.

The barrier-free limit is different. For \(r\Lambda\gg\ell\), the mean density is \(\bar n\simeq FR^2\Lambda/(2D)=F\Lambda/(2\pi DN)\), since \(\pi R^2=1/N\). Here \(\Lambda\) depends on coverage but not on flux. Putting this density into \(dN/du=\sigma\bar n^{i+1}/F\) gives \(N^{i+1}dN/du\propto F^i\Lambda^{i+1}\). As \(u\to0\), \(\Lambda\) grows only as a logarithm of coverage, which is integrable. The result \(N\propto F^{i/(i+2)}\) therefore survives the integration, within mean field.

**Q:** Is there any situation in which \(2i/(i+3)\) is right?

**A:** Yes, if the population is continually renewed by random removal. Let each island be removed at random at rate \(F/\theta\), so its mean life is a fixed dose \(\theta\). This is a strong idealization of sustained growth in which filled regions become fresh terrace: on a real surface they need not do so at random. The stationary equations are

\[
F=2\pi\nu nM_1,\qquad N=\frac{\sigma\theta n^{i+1}}{F},\qquad M_1=\frac{\nu\theta nN}{F}.
\]

The sum of squared radii \(M_2\) obeys \(\dot M_2=2\nu nM_1-FM_2/\theta\). In the stationary state \(\pi M_2=2\pi\nu nM_1\theta/F=\theta\), so \(\theta\) is also the covered fraction. Inserting \(M_1\), and then \(N\), into the first equation gives

\[
F=\frac{2\pi\nu^2\theta n^2N}{F}
=\frac{2\pi\nu^2\sigma\theta^2n^{i+3}}{F^2}
\quad\Rightarrow\quad
n^{i+3}=\frac{F^3}{2\pi\nu^2\sigma\theta^2}.
\]

Thus \(n\propto F^{3/(i+3)}\), and

\[
N\propto F^{3(i+1)/(i+3)-1}=F^{2i/(i+3)} .
\]

**Q:** A stationary solution may be unstable. Could the islands not come in repeated bursts?

**A:** Take \(n\ll\theta\), so that adatoms adjust quickly and \(n=F/(2\pi\nu M_1)\). Let \(x\) and \(y\) be \(N\) and \(M_1\) divided by their stationary values, and let a prime denote a derivative with respect to \(Ft/\theta\). Then

\[
x'=y^{-(i+1)}-x,\qquad y'=\frac xy-y .
\]

Near \(x=y=1\), the deviations obey \(\delta x'=-\delta x-(i+1)\delta y\) and \(\delta y'=\delta x-2\delta y\). The matrix has trace \(-3\) and determinant \(i+3\), so its eigenvalues are \([-3\pm\sqrt{-(4i+3)}]/2\). Small disturbances oscillate and die out.

This relies on the random removal. If every island instead lasts exactly one dose \(\theta\), small disturbances grow for \(i=2\) and \(i=3\). For \(i=2\) and small \(n/\theta\) they settle into an oscillation whose mean density is about 1.3 times the stationary one, with the same exponent. For \(i=3\) they end in repeated bursts. The mean density is then about 3 to 11 times the stationary value for \(n/\theta\) between \(10^{-4}\) and \(10^{-2}\), and the factor changes with flux.

A stochastic simulation of the same mean-field rates (uniform adatom density, no spatial resolution) with random removal, individual islands of integer size, \(\nu=\sigma=1\) and \(\theta=0.1\) gave slopes of 0.799 for \(i=2\) and 0.999 for \(i=3\) between \(F=10^{-10}\) and \(10^{-7}\). The formula gives 0.800 and 1.000.

**Q:** What happens if growth starts by opening a shutter over a clean surface?

**A:** Choose a time \(\tau\) at which accumulation, nucleation and capture are all comparable. Write \(t=\tau T\), \(n=F\tau a\), \(N=\hat Nm\) and \(M_1=\nu F\tau^2\hat Nq\), with \(\hat N=\sigma F^{i+1}\tau^{i+2}\). The equations become

\[
\frac{da}{dT}=1-2\pi(\nu^2F\tau^3\hat N)\,aq,\qquad
\frac{dm}{dT}=a^{i+1},\qquad \frac{dq}{dT}=am .
\]

Setting the bracket to one removes every parameter and fixes \(\tau\):

\[
\nu^2\sigma F^{i+2}\tau^{i+5}=1 .
\]

At late times \(a=1/(2\pi q)\). If \(m\) has levelled off, \(q\,dq/dT=m/(2\pi)\), so \(q^2=mT/\pi\) and \(a=1/(2\sqrt{\pi mT})\). The remaining nucleation is an integral of \(T^{-(i+1)/2}\) to large \(T\), which converges for \(i\ge2\). Hence \(m\) tends to a number \(C_i\), and for \(\theta\gg F\tau\)

\[
N=C_i\,\sigma F^{i+1}\tau^{i+2}.
\]

Since \(\tau\propto F^{-(i+2)/(i+5)}\), the exponent is

\[
i+1-\frac{(i+2)^2}{i+5}
=\frac{(i^2+6i+5)-(i^2+4i+4)}{i+5}
=\frac{2i+1}{i+5}.
\]

So the quoted law doesn't describe a clean start when \(i\ge2\). The density is set by a burst before steady capture is established.

**Q:** Is the burst really that dominant, or does late nucleation slowly restore the other exponent?

**A:** Integrating the scaled equations gives \(C_2=1.06\) and \(C_3=1.06\). By \(t=10\tau\), 98.7% of the final islands exist for \(i=2\) and 99.9% for \(i=3\).

The stochastic simulation, started clean with \(\nu=\sigma=1\) and stopped at a dose of 0.1, gave slopes of 0.705 for \(i=2\) (\(F=10^{-14}\) to \(10^{-10}\)) and 0.867 for \(i=3\) (\(F=10^{-10}\) to \(10^{-6}\)). The formula gives 0.714 and 0.875; the renewal exponents are 0.800 and 1.000. Both simulated slopes are slightly low. Adding the newborn radius to the rate equations gives 0.710 and 0.868, which accounts for about half of the shortfall at \(i=2\) and nearly all of it at \(i=3\).

**Q:** At \(i=1\) both expressions give one half. Is everything simple in that case?

**A:** Except for a logarithm. Late nucleation then obeys \(dm/dT=a^2\simeq1/(4\pi mT)\), so \(m^2\simeq(\ln T)/(2\pi)\) to leading order. Also \(\hat N^2=\sigma^2F^4\tau^6=\sigma F/\nu^2\), because \(\tau^6=1/(\nu^2\sigma F^3)\). Therefore

\[
N^2\simeq\frac{\sigma F}{2\pi\nu^2}\ln\frac{\theta}{F\tau}.
\]

This gives only the leading growth. The constant left out beside the logarithm is set by the early stage. In the ideal equations it is about 7 for \(\theta/F\tau\) between \(10^4\) and \(10^6\). At \(i=1\), however, the radius scale \(\nu F\tau^2=(\nu/\sigma)^{1/3}\) doesn't grow as the flux is lowered, so the newborn radius and adatom consumption are not negligible when \(\sigma\gtrsim\nu\). The newborn radius alone brings the constant down to about 1 for \(\sigma=\nu\) and about \(-0.5\) for \(\sigma=10\nu\). Since \(F\tau\propto F^{1/2}\), the local exponent lies slightly below one half and approaches it as \(1/2-1/[4\ln(\theta/F\tau)]\) in the extreme low-flux limit. An integration at \(F=10^{-24}\), \(\nu=\sigma=1\), with newborn radius and adatom consumption included, gave a growth of \(N^2\) with \(\ln\theta\) that was 1.022 times the leading formula between doses of \(10^{-3}\) and \(10^{-1}\).

**Q:** Do these laws become better as the flux is lowered?

**A:** Not without limit. The radius scale in the burst is \(\hat r=\nu F\tau^2\propto F^{-(i-1)/(i+5)}\). For \(i\ge2\), lowering \(F\) makes \(\hat r\) large compared with a newborn island, which helps. But \(\ell\) is fixed by \(B\) and \(T\), and eventually \(\hat r\Lambda\) reaches it. In the renewed population the mean radius \(\nu n\theta/F\propto F^{-i/(i+3)}\) also grows. Both are at best intermediate laws. They need fluxes at which islands are much larger than newborn ones while \(r\Lambda\ll\ell\), and such a window is wide only if \(\ell\) is large. For the parameters of the next example, the clean-start exponent peaks near 0.84 and doesn't reach the ideal 0.875.

**Q:** Give me numbers for surfactant-mediated growth.

**A:** Take round parameters: \(T=850\) K, \(F=0.01\) ML/s, \(i=3\), a dose of 0.1 ML and \(8\times10^{14}\) sites per cm\(^2\), so the length unit is 0.354 nm. One ML means one atom per site. Let \(D=10^{13}e^{-0.70/kT}\) sites/s with energies in eV, \(B=0.50\) eV, \(E_3=0.30\) eV and \(c=10\). With \(kT=0.07325\) eV,

\[
D=7.07\times10^8\ \mathrm{s^{-1}},\quad \ell=922,\quad
\nu=7.67\times10^5\ \mathrm{s^{-1}},\quad \sigma=4.61\times10^8\ \mathrm{s^{-1}} .
\]

The burst time is

\[
\tau=\left[(7.67\times10^5)^2(4.61\times10^8)(0.01)^5\right]^{-1/8}\mathrm{s}=0.0496\ \mathrm{s},
\]

a dose of only \(5.0\times10^{-4}\) ML. The radius scale is 18.9 units, or 6.7 nm, well below \(\ell\). The density is

\[
N=1.058\,(4.61\times10^8)(0.01)^4(0.04963)^5=1.47\times10^{-6}
\]

per site, or \(1.2\times10^9\) cm\(^{-2}\), with a spacing \(N^{-1/2}\) of about 290 nm.

**Q:** How much of that survives the effects you dropped?

**A:** Including the newborn radius and adatom consumption lowers \(N\) by 12% relative to the ideal value. Adding diffusion gradients, through the mean island radius, leaves it 9% below, at \(1.07\times10^9\) cm\(^{-2}\). This uses the steady-cell \(\Lambda\) during the burst; a capture number screened at the length \(\sqrt{Dn/F}\) gives 7% below instead. With a dimer binding of 0.15 eV, a reversible cluster chain gives a nucleation rate 0.4% below the equilibrium form at density \(F\tau\); the deficit runs from 2.9% to 0.05% as the dimer binding goes from 0 to 0.30 eV. The choice \(i=3\) itself requires atoms added beyond the trimer to be bound by well over \(kT\ln(1/n)\approx0.55\) eV: at 0.6 eV per atom the rate is halved, and at 0.8 eV it is 4% low. Suppose that an edge atom is bound by 1.2 eV relative to a terrace adatom, so that the detachment current per edge length is \(\nu e^{-1.2\,\mathrm{eV}/kT}\), and that desorption costs 2.8 eV with a prefactor of \(10^{13}\) s\(^{-1}\). Then detachment is 0.8% of attachment at the final coverage, and about \(10^{-5}\) of the adatoms desorb in one burst time. A surface 10 K hotter has an ideal density 17% lower.

With the first three corrections, \(N\) is 3.9, 10.7 and \(26.5\times10^8\) cm\(^{-2}\) at 0.003, 0.01 and 0.03 ML/s. The fitted exponent is 0.835, against 0.875 ideally; the screened capture number raises these densities by 2 to 4% and gives 0.829. If someone inverted \(2i/(i+3)=0.835\), they would find \(i=2.2\), which rounds to 2, although the model has \(i=3\).

**Q:** And the renewal law for the same parameters?

**A:** It gives \(5.6\times10^7\) cm\(^{-2}\) at \(\theta=0.1\), about 21 times below the ideal clean-start density. Its mean radius is 169 nm, however, and the gradient correction \(r\Lambda/\ell\) is 0.39, or 0.46 if the approximation \(r\ll R\) in \(\Lambda\) is dropped. That case is only marginally attachment-limited, so its density is a rough estimate.

**Q:** Would a real surface behave like this?

**A:** The temperature and flux are in the rough range of silicon-like growth on a (111) surface covered by a group-V surfactant. The energies are model choices, not measured ones. Silicon (111) grows in double layers: with two atoms per site in an island, \(dr/dt\) is halved while capture per edge length is unchanged. This replaces \(\nu^2\) by \(\nu^2/2\) in the equation for \(\tau\) and raises \(N\) by \(2^{5/8}\simeq1.5\), with \(\sigma\) held fixed.

Surface steps, left out so far, have the largest effect of those estimated here. On a terrace of width \(W\) whose two steps have the same barrier as the islands, steady diffusion gives \(n(x)=FW/(2\nu)+Fx(W-x)/(2D)\). The average of \(x(W-x)\) is \(W^2/6\), so the loss rate is

\[
k_s=\frac F{\bar n}=\left[\frac{W}{2\nu}+\frac{W^2}{12D}\right]^{-1}.
\]

For \(W=1\) µm this is 359 s\(^{-1}\), far above \(1/\tau\simeq20\) s\(^{-1}\), and \(N\) at the same dose falls to 0.2% of the ideal value. Since the diffusion length \(\sqrt{D\tau}\) is about 2.1 µm, the example needs a step-free area much wider than that. The numerical output lists the values used here.

## Numbers as computed

```
Mean density near island, numeric/formula: 0.9998
i=2: C_i 1.0552, share born by 10 tau 0.987, slope 0.7142, (2i+1)/(i+5) 0.7143
i=3: C_i 1.0579, share born by 10 tau 0.999, slope 0.8750, (2i+1)/(i+5) 0.8750
i=6: C_i 1.3078, share born by 10 tau 1.000, slope 1.1818, (2i+1)/(i+5) 1.1818
i=1: slope of N^2 in ln(dose), numeric/formula: 1.022
i=2: stochastic clean-start slope 0.705
i=3: stochastic clean-start slope 0.867
i=2: stochastic renewed slope 0.799, 2i/(i+3) 0.800
i=3: stochastic renewed slope 0.999, 2i/(i+3) 1.000
Inputs: T 850 K, F 0.01 ML/s, i 3, coverage 0.1
Inputs: D0 1e+13 sites/s, Ed 0.7 eV, B 0.5 eV, c 10
Inputs: E2 0.15 eV, E3 0.3 eV, edge 1.2 eV, desorption 2.8 eV
Inputs: site density 8e+14 cm^-2; length unit 0.3536 nm
kT 0.07325 eV; D 7.073e+08 sites/s; ell 921.7 length units
nu 7.674e+05 length units/s; sigma 4.611e+08 1/s
Burst time tau 0.0496 s; dose F tau 4.963e-04 ML
Burst radius scale 18.90 length units = 6.68 nm
N from formula 1.469e-06 per site; integrated 1.469e-06
N ideal 1.175e+09 cm^-2; spacing 292 nm
N with nucleus size and consumption 1.032e+09 cm^-2
N with diffusion gradients as well 1.065e+09 cm^-2
Flux 0.003 ML/s: corrected N 3.884e+08 cm^-2
Flux 0.010 ML/s: corrected N 1.065e+09 cm^-2
Flux 0.030 ML/s: corrected N 2.653e+09 cm^-2
Corrected flux exponent 0.835; ideal 0.875
Nucleation rate, reversible chain/equilibrium: 0.9962
Dimers per adatom at burst density: 3.85e-03
Edge detachment/attachment at final coverage: 8.00e-03
Desorbed share in one burst time: 1.24e-05
Ideal N at 860 K relative to 850 K: 0.831
Diffusion length in tau: 2.09 um
Step capture on 1 um terraces: 359.0 1/s, N/N ideal 1.88e-03
Renewal law: n 6.233e-05 per site, N 5.566e+07 cm^-2
Renewal law: mean radius 169 nm, gradient correction 0.39
```
